# Tricritical point of a uniform Zeeman-split superconductor

**Setting.** A thin s-wave superconducting film lies in a parallel magnetic field $B$. The field acts on the electron spins through the Zeeman energy $h=\mu_B B$ ($g=2$), and its orbital action is ignored until part (f). Use weak-coupling mean-field theory with a constant density of states $N_0$ per spin and a real, uniform gap $\Delta$. Let $F$ be the free energy per volume relative to the normal state at the same $T$ and $h$. Define

$$\omega_n=(2n+1)\pi k_BT,\quad z_n=\omega_n+ih,\quad x=\frac{h}{2\pi k_BT},\quad s=\tfrac12+ix .$$

All sums run over $n\ge 0$.

## (a) Derive $F(\Delta)$ as a frequency sum, with the coupling constant replaced by the zero-field $T_c$.

**Answer.** The quasiparticle energies are $E\pm h$ with $E=\sqrt{\xi^2+\Delta^2}$. For pairing strength $V$, the terms that depend on $\Delta$ are

$$\frac{\Delta^2}{V}+N_0\!\int\! d\xi\Big[\xi-E-k_BT\sum_{\sigma=\pm}\ln\!\big(1+e^{-(E+\sigma h)/k_BT}\big)\Big].$$

Since $\partial E/\partial\Delta^2=1/(2E)$, and with $f$ the Fermi function,

$$\frac{1}{N_0}\frac{\partial F}{\partial\Delta^2}=\frac1{N_0V}-\int\! d\xi\,\frac{1-f(E+h)-f(E-h)}{2E}.$$

The numerator equals $\frac12\sum_\sigma\tanh[(E+\sigma h)/2k_BT]$. Two identities turn it into a frequency sum:

$$\tanh\frac{y}{2k_BT}=4k_BT\sum_n\frac{y}{\omega_n^2+y^2},\qquad \sum_\sigma\frac{E+\sigma h}{\omega_n^2+(E+\sigma h)^2}=2\,\mathrm{Re}\,\frac{E}{E^2+z_n^2}.$$

The integrand is therefore $2k_BT\sum_n\mathrm{Re}\,(\xi^2+\Delta^2+z_n^2)^{-1}$. With $\int d\xi/(\xi^2+A^2)=\pi/A$ for $\mathrm{Re}\,A>0$,

$$\frac{1}{N_0}\frac{\partial F}{\partial\Delta^2}=\frac1{N_0V}-2\pi k_BT\sum_n\mathrm{Re}\frac{1}{\sqrt{z_n^2+\Delta^2}} .$$

The sum needs a cutoff $\omega_c$, taken far above all other energies. At $T_c$, with $h=\Delta=0$, the slope vanishes, so $1/(N_0V)=2\pi k_BT_c\sum1/\omega_n(T_c)$. A sum of this kind equals $\ln(\omega_c/k_BT)$ plus a constant, hence

$$\frac1{N_0V}=\ln\frac{T}{T_c}+2\pi k_BT\sum_n\frac1{\omega_n}.$$

The cutoff now cancels. Integrating from $0$ to $\Delta^2$, with $\int_0^{\Delta^2}\!du/\sqrt{z^2+u}=2(\sqrt{z^2+\Delta^2}-z)$, gives

$$\frac{F}{N_0}=\Delta^2\ln\frac{T}{T_c}+2\pi k_BT\sum_n\Big[\frac{\Delta^2}{\omega_n}-2\,\mathrm{Re}\big(\sqrt{z_n^2+\Delta^2}-z_n\big)\Big].\tag{1}$$

## (b) Expand to sixth order: $F/N_0=a\Delta^2+b\Delta^4+c\Delta^6+\dots$

**Answer.** For $\Delta<|z_0|$ the binomial series gives

$$\sqrt{z^2+\Delta^2}-z=\frac{\Delta^2}{2z}-\frac{\Delta^4}{8z^3}+\frac{\Delta^6}{16z^5}-\dots$$

Multiplying by $-2\cdot2\pi k_BT$ yields

$$b=\frac{\pi k_BT}{2}\sum_n\mathrm{Re}\,z_n^{-3},\qquad c=-\frac{\pi k_BT}{4}\sum_n\mathrm{Re}\,z_n^{-5}.$$

Write $z_n=2\pi k_BT(n+s)$ and use

$$\psi(s)-\psi(\tfrac12)=\sum_n\Big[\frac1{n+\frac12}-\frac1{n+s}\Big],\quad \psi''(s)=-2\sum_n\frac1{(n+s)^3},\quad \psi''''(s)=-24\sum_n\frac1{(n+s)^5}.$$

Then

$$a=\ln\frac T{T_c}+\mathrm{Re}\,\psi(s)-\psi(\tfrac12),\qquad b=-\frac{\mathrm{Re}\,\psi''(s)}{32\pi^2(k_BT)^2},\qquad c=\frac{\mathrm{Re}\,\psi''''(s)}{3072\,\pi^4(k_BT)^4}.\tag{2}$$

At $h=0$ every $z_n$ is real and $b>0$, so the transition is continuous. As $T\to0$ at fixed $h$, $2\pi k_BT\sum_n\to\int_0^\infty d\omega$, and

$$b\to\tfrac14\mathrm{Re}\int_0^\infty\frac{d\omega}{(\omega+ih)^3}=\tfrac18\mathrm{Re}\frac1{(ih)^2}=-\frac1{8h^2}.$$

The quartic term must therefore change sign in between.

## (c) Locate the point where the uniform transition changes order.

**Answer.** The normal state loses local stability at $a=0$. The transition there is continuous if $b>0$. If $b<0$, a state with finite $\Delta$ has negative $F$ already at $a=0$, so the transition has happened discontinuously at a higher field. The change of order needs $a=b=0$, with $c>0$ for the sixth-order expansion to be stable.

The condition $b=0$ involves $x$ alone. A hand estimate keeps only $n=0$: the phase of $z_0$ is $\arctan 2x$, and $\mathrm{Re}\,z_0^{-3}=0$ when this phase is $30^\circ$, so $x=\frac12\tan30^\circ=0.289$. The terms $n\ge1$ have smaller phases and are positive there, which pushes the root up. The full sum gives

$$x^*=0.3041 .$$

A scan over $0\le x\le5$ finds one sign change of $b$. Then $a=0$ gives

$$\frac{T^*}{T_c}=\exp\!\big[\psi(\tfrac12)-\mathrm{Re}\,\psi(\tfrac12+ix^*)\big]=0.5615,$$

$$\frac{h^*}{k_BT_c}=2\pi(0.3041)(0.5615)=1.073 .$$

At this point $c=0.0107/(k_BT_c)^4>0$, as required.

An independent calculation integrates $\partial F/\partial\Delta^2$ over quasiparticle energies at six small gaps, fits a polynomial in $\Delta^2$, and solves for vanishing $a$ and $b$. It gives the same $T^*/T_c=0.5615$ and $h^*/k_BT_c=1.073$.

The order was also checked with the full free energy on a grid of gaps from $0.05$ to $1.8\,k_BT_c$, at a field $0.1\%$ above that of $a=0$. At $0.70\,T_c$ the lowest value of $F/N_0$ is positive. At $0.45\,T_c$ it is $-0.026\,(k_BT_c)^2$, so a finite gap is already favoured.

## (d) Find the gap jump just below $T^*$, and the two critical fields as $T\to0$.

**Answer.** At a first-order transition $F=0$ and $\partial F/\partial\Delta^2=0$ with $\Delta\neq0$:

$$a+b\Delta^2+c\Delta^4=0,\qquad a+2b\Delta^2+3c\Delta^4=0 .$$

Subtraction gives $b\Delta^2+2c\Delta^4=0$, so

$$\Delta^2=-\frac{b}{2c},\qquad a=-b\Delta^2-c\Delta^4=\frac{b^2}{2c}-\frac{b^2}{4c}=\frac{b^2}{4c}.\tag{3}$$

Where $b$ crosses zero linearly in temperature, the jump grows as $\sqrt{T^*-T}$, and the first-order field departs from the $a=0$ field as $(T^*-T)^2$. At $0.99\,T^*$, equation (3) with coefficients taken on $a=0$ gives $\Delta=0.263\,k_BT_c$. The full free energy gives $0.265\,k_BT_c$, so the Landau value is about $1\%$ low relative to it.

For $T\to0$, use $\mathrm{Re}\,\psi(s)\to\ln x$ and $\psi(\frac12)=-\gamma-2\ln2$, with $\gamma$ Euler's constant. Then $a=0$ becomes $\ln(4e^{\gamma}h/2\pi k_BT_c)=0$, or $h=\Delta_0/2$, where $\Delta_0=\pi e^{-\gamma}k_BT_c$ is the zero-temperature gap.

The first-order field follows from energies. At $T=h=0$ the slope of $F/N_0$ is $\ln(\Delta/\Delta_0)$, which integrates to $\Delta^2\ln(\Delta/\Delta_0)-\Delta^2/2$, with minimum $-\Delta_0^2/2$. For $h<\Delta_0$ this state has no spin polarization, while the normal state gains $-N_0h^2$. Equality gives $h=\Delta_0/\sqrt2$. Between $\Delta_0/2$ and $\Delta_0/\sqrt2$ the normal state is metastable with respect to a uniform gap; modulated gaps are considered in (e).

## (e) Does a spatially modulated gap spoil the result?

**Answer, clean metal.** For pairs of momentum $\hbar\mathbf q$, the two partners differ in energy by $\hbar\mathbf v\cdot\mathbf q$, which acts as an extra Zeeman energy $\eta=\hbar\mathbf v\cdot\mathbf q/2$. In $a$, replace $1/z$ by the directional average, taken here over a spherical, three-dimensional Fermi surface,

$$\Big\langle\frac1{z+i\eta}\Big\rangle=\frac1z-\frac{\langle\eta^2\rangle}{z^3}+\dots,\qquad\langle\eta^2\rangle=\frac{(\hbar v_Fq)^2}{12}.$$

Therefore

$$a(q)-a(0)=2\pi k_BT\,\frac{(\hbar v_Fq)^2}{12}\sum_n\mathrm{Re}\,z_n^{-3}=\frac{b}{3}(\hbar v_Fq)^2 .$$

The stiffness vanishes together with $b$. For $b<0$ the next term is needed. With $\langle\eta^4\rangle=(\hbar v_Fq)^4/80$ and the sum for $c$ in (b), it is $+\frac{c}{10}(\hbar v_Fq)^4$. The lowest $a(q)$ then lies at $(\hbar v_Fq)^2=-5b/3c$ and equals $a(0)-5b^2/18c$. On lowering the field, the normal state therefore becomes unstable to a modulated gap at $a(0)=5b^2/18c$. This is above the value $b^2/4c$ of the uniform first-order transition in (3), so it is reached first. For a circular, two-dimensional Fermi surface the averages are $(\hbar v_Fq)^2/8$ and $3(\hbar v_Fq)^4/128$, and the threshold becomes $b^2/3c$, which is also above $b^2/4c$. Just below $T^*$ the uniform first-order line is thus not the true boundary of the normal state.

**Answer, dirty metal.** Non-magnetic scattering averages over directions. A uniform s-wave state is already isotropic, so (1) is unchanged. For diffusion constant $D$, modulation replaces $z_n$ by $z_n+\hbar Dq^2/2$ in the linear problem:

$$a(q)=\ln\frac T{T_c}+\mathrm{Re}\,\psi\Big(s+\frac{\hbar Dq^2}{4\pi k_BT}\Big)-\psi(\tfrac12).$$

Its initial slope is set by $\mathrm{Re}\,\psi'(s)$. Since $1-s=\bar s$, the reflection formula $\psi'(s)+\psi'(1-s)=\pi^2/\sin^2\pi s$ gives $\mathrm{Re}\,\psi'(s)=\pi^2/(2\cosh^2\pi x)>0$. At five temperatures from $0.1$ to $0.8\,T_c$ on $a=0$, $a(q)$ also rises throughout the range where the added argument runs from $0$ to $5$. Within this diffusive form, which is the limit $h\tau/\hbar\to0$ for elastic scattering time $\tau$, the linear instability thus stays at $q=0$. The slope is exponentially small at low $T$, however, and the first correction in $\tau$, which replaces $D$ by $D/(1+2\tau z_n/\hbar)$, lowers it. For $\hbar/\tau\approx1.8$ eV and $T_c=2.5$ K, as in (f), the slope turns negative below about $0.09\,T_c$. The gain in $a$ is then only of order $10^{-6}$, at a field far below the uniform first-order one. A modulated state reached by a discontinuous transition is not excluded by this linear analysis.

## (f) Apply the result to a disordered film and estimate what the model neglects.

Take $T_c=2.5$ K, thickness $d=2.5$ nm and $D=5$ cm²/s. Rough strengths of the neglected effects are a triplet-pair spin relaxation energy $\Gamma=0.04$ meV from spin-orbit scattering and a Fermi-liquid exchange parameter $G=0.2$. For orbital depairing and spin-orbit scattering use, at each frequency, the stationary value over the pairing angles $\theta_\sigma$ of

$$P=-\sum_\sigma\big[z_\sigma(\cos\theta_\sigma-1)+\Delta\sin\theta_\sigma\big]+\frac\alpha2\sum_\sigma\sin^2\theta_\sigma+\frac\Gamma2\big[1-\cos(\theta_\uparrow-\theta_\downarrow)\big],$$

with $z_{\uparrow,\downarrow}=\omega_n\pm ih$ and orbital depairing energy $\alpha$.

**Answer, ideal film.** With $k_BT_c=0.2154$ meV,

$$T^*=0.5615\times2.5\ \mathrm K=1.40\ \mathrm K,\qquad h^*=1.073\times0.2154=0.231\ \mathrm{meV},$$

which corresponds to $B^*=3.99$ T. Below $T^*$ the full free energy gives:

| $T$ (K) | first-order $B$ (T) | $B$ at $a=0$ (T) | gap jump (meV) |
|---|---|---|---|
| 0.50 | 4.47 | 3.59 | 0.368 |
| 1.00 | 4.19 | 4.00 | 0.282 |
| 1.25 | 4.07 | 4.04 | 0.184 |

In the ideal film the spin-resolved density of states has peaks at energies $\Delta\pm h$ and at the mirror energies $-\Delta\pm h$. At 1.00 K and the transition, $h=0.231\times4.19/3.99=0.243$ meV, so the lower edge is at $0.282-0.243=0.04$ meV. This is less than $k_BT=0.086$ meV, so tunnelling from a normal electrode at the same temperature does not resolve the edge: thermal smearing broadens the peaks and shifts them. At 1.25 K, $h=0.235$ meV exceeds $\Delta$, and the spectrum is already gapless when the order parameter jumps.

**Answer, depairing and spin-orbit scattering.** With $\alpha=\Gamma=0$ the stationary point is $\tan\theta_\sigma=\Delta/z_\sigma$, and $P=-\sum_\sigma(\sqrt{z_\sigma^2+\Delta^2}-z_\sigma)$, as in (1). The $\Gamma$ term vanishes for equal angles, so it leaves singlet pairs alone.

The vector potential $A=By$ replaces $q$ by $2eA/\hbar$ in $\hbar Dq^2/2$. With $\langle y^2\rangle=d^2/12$ across the film,

$$\alpha=\frac{\hbar D}2\,\frac{4e^2B^2}{\hbar^2}\,\frac{d^2}{12}=\frac{De^2B^2d^2}{6\hbar},$$

which is $0.013$ meV at the ideal $B^*$.

To first order in $\Delta$, stationarity reads $(z_\sigma+\alpha)\theta_\sigma+\frac\Gamma2(\theta_\sigma-\theta_{-\sigma})=\Delta$. With $w=\omega_n+\alpha$ its solution is

$$\frac{\theta_{\uparrow,\downarrow}}{\Delta}=\frac{w+\Gamma\mp ih}{w(w+\Gamma)+h^2}.$$

The quadratic part of $P$ is $-\frac\Delta2\sum_\sigma\theta_\sigma$. Because $P$ is stationary, corrections to $\theta_\sigma$ of order $\Delta^3$ do not enter at fourth order, where

$$P_4=\sum_\sigma\Big[\frac{\Delta\theta_\sigma^3}6-\Big(\frac{z_\sigma}{24}+\frac\alpha6\Big)\theta_\sigma^4\Big]-\frac{\Gamma}{48}(\theta_\uparrow-\theta_\downarrow)^4 .$$

Summing with weight $2\pi k_BT$, and adding $\ln(T/T_c)+2\pi k_BT\sum1/\omega_n$ to the quadratic coefficient, gives the new $a$ and $b$.

**Answer, exchange.** Let $\tilde h$ be the internal Zeeman energy and $h$ the applied one. The potential to be made stationary in $\tilde h$ is

$$\frac W{N_0}=-\tilde h^2-\frac{(h-\tilde h)^2}G+a(\tilde h)\Delta^2+b\Delta^4 .$$

At $\Delta=0$ this gives $\tilde h=h/(1+G)$. A shift $\delta$ of $\tilde h$ adds $-(1+1/G)\delta^2+a'\Delta^2\delta$, with $a'=\partial a/\partial\tilde h$ at fixed $\alpha$. Its stationary value is

$$\frac{G\,a'^2}{4(1+G)}\Delta^4 .$$

This positive addition to $b$ favours a continuous transition: as the gap grows, the spin polarization falls and the internal field rises against it.

Solving $a=b=0$ again gives the values below. At each of these points the sixth-order coefficient stays positive, $c\approx0.01/(k_BT_c)^4$, and no gap between $0.2$ and $2.2\,k_BT_c$ lies below the normal state, as (c) requires.

| included | $T^*/T_c$ | $B^*$ (T) |
|---|---|---|
| orbital depairing | 0.52 | 3.88 |
| spin-orbit scattering | 0.54 | 4.21 |
| exchange | 0.45 | 4.84 |
| all three | 0.36 | 4.88 |

**Comparison with real films.** These inputs are rough values in the regime of very thin, disordered aluminium films, whose weak spin-orbit scattering suits them to spin-resolved tunnelling. With a rough Fermi speed of $2\times10^6$ m/s, the mean free path is $0.75$ nm and $\hbar/\tau\approx1.8$ eV, far above $h$, so the dirty limit holds. The coherence length $\sqrt{\hbar D/2\pi k_BT_c}=16$ nm exceeds the thickness. For a rough sheet resistance of 200 ohm, the estimate $e^2R/16\hbar$ puts the zero-field fluctuation width near $0.3\%$ of $T_c$; the width at $T^*$ was not calculated. For these inputs exchange lowers $T^*$ more than either of the other two effects, but this ranking depends on the film thickness and on the value of $G$. With all three effects $T^*$ falls from $1.40$ to $0.91$ K, a drop of $35\%$; this value is sensitive to the rough inputs, and $G=0.3$ would give $0.77$ K. The ratio $0.56$ therefore belongs to the ideal uniform model, and a film of this kind should be expected to change order at a distinctly lower temperature. The remaining values are in the numerical output.

## Calculated quantities

```
IDEAL UNIFORM MODEL
x* = h*/(2 pi k T*): 0.304092
T*/Tc from digamma formula: 0.561493
T*/Tc from quadrature: 0.561493
h*/(k Tc) from digamma formula: 1.072827
h*/(k Tc) from quadrature: 1.072827
h*/(zero-temperature gap): 0.60822
c at T*, times (k Tc)^4: 0.010723
b at T/Tc=0.70 on a=0, times (k Tc)^2: 0.028273
b at T/Tc=0.45 on a=0, times (k Tc)^2: -0.038216
lowest F/N0 on gap grid, T/Tc=0.70: 1.676e-06 (k Tc)^2
lowest F/N0 on gap grid, T/Tc=0.45: -2.619e-02 (k Tc)^2
gap jump at 0.99 T*, Landau: 0.2626 k Tc
gap jump at 0.99 T*, full: 0.2650 k Tc
clean a(q)-a(0) at 1.05 T*, hbar vF q/2=0.1 k Tc: 9.664e-05
clean a(q)-a(0) at 0.95 T*, same q: -1.051e-04
MODEL FILM, ROUGH INPUTS
Tc: 2.50 K
thickness: 2.50 nm
diffusion constant: 5.0 cm2/s
spin relaxation energy Gamma: 0.040 meV
Fermi-liquid exchange G: 0.20
Fermi speed: 2.0e+06 m/s
sheet resistance: 200 ohm
IDEAL RESULTS FOR THE FILM
k Tc: 0.21543 meV
zero-temperature gap: 0.3800 meV
tricritical temperature: 1.4037 K
tricritical Zeeman energy: 0.2311 meV
tricritical field: 3.9929 T
T=0.25 K: first-order B=4.5935 T, a=0 at B=3.3575 T, gap jump=0.3794 meV
T=0.50 K: first-order B=4.4734 T, a=0 at B=3.5946 T, gap jump=0.3681 meV
T=0.75 K: first-order B=4.3319 T, a=0 at B=3.8436 T, gap jump=0.3375 meV
T=1.00 K: first-order B=4.1936 T, a=0 at B=4.0004 T, gap jump=0.2824 meV
T=1.25 K: first-order B=4.0658 T, a=0 at B=4.0368 T, gap jump=0.1839 meV
NEGLECTED EFFECTS
orbital depairing at ideal B*: 0.01262 meV
orbital depairing only: T*/Tc=0.5192, T*=1.2981 K, B*=3.8782 T
spin-orbit scattering only: T*/Tc=0.5425, T*=1.3562 K, B*=4.2113 T
Fermi-liquid exchange only: T*/Tc=0.4488, T*=1.1221 K, B*=4.8410 T
all three together: T*/Tc=0.3627, T*=0.9067 K, B*=4.8751 T
mean free path: 0.750 nm
scattering energy hbar/tau: 1755 meV
dirty coherence length: 15.59 nm
zero-field fluctuation width / Tc, rough: 0.0030
```
